# Grid error of the mean-square displacement of a harmonic crystal, part 2

A monatomic harmonic crystal (atomic mass $M$, simple cubic lattice constant $a$, $d$ dimensions, SI units) has nearest-neighbour force constants $K_L$ along and $K_T$ across the bonds. For the component $u\equiv u_x$, $K_i=K_L$ if $i=x$ and $K_T$ otherwise. Zone integrals over $\boldsymbol\theta=\mathbf qa$ become sums over $\theta_i=2\pi(m_i+\sigma)/N$, $m_i=0,\dots,N-1$. The Γ grid has $\sigma=0$, $\eta=\delta=1$; the shifted grid has $\sigma=\tfrac12$, $\eta=-1$, $\delta=0$. The problem is how $\langle u^2\rangle_N$ depends on $N$; $\infty$ marks the zone integral, and a prime omits $\boldsymbol\theta=0$. A program checks the results.

With $\varepsilon=M\omega^2=\sum_i2K_i(1-\cos\theta_i)$, each mode contributes $k_BT/\varepsilon+r$, where $r=2k_BT\sum_{n\ge1}1/(\varepsilon+M\omega_n^2)$, $\omega_n=2\pi nk_BT/\hbar$ and $r(0)=\hbar^2/12Mk_BT$. Then

$$\langle u^2\rangle_N=k_BT\,G_N+\int\!\frac{d^d\theta}{(2\pi)^d}\,r-\delta\,\frac{r(0)}{N^d}+O(e^{-\mu N}),\qquad G_N=\frac1{N^d}{\sum_{\boldsymbol\theta}}'\frac1{\varepsilon(\boldsymbol\theta)},\tag{10}$$

with $\mu=2\,\mathrm{arsinh}(1/2N_T)$, $N_T=\hbar\sqrt{K_L/M}/2\pi k_BT$. Exactly,

$$G_N=\int_0^\infty dt\Big[\prod_ig_N(K_it)-\frac{\delta}{N^d}\Big],\qquad g_N(\tau)=\frac1N\sum_{m}e^{-2\tau(1-\cos\theta_m)},\tag{11}$$

$$g_N(\tau)=\sum_{n=-\infty}^\infty\eta^n\,p_{nN}(\tau),\tag{12}$$

with $p_l(\tau)=e^{-2\tau}I_l(2\tau)$, and in $d=3$

$$G_N-G_\infty=\int_0^\infty dt\Big[\prod_ig_N(K_it)-\frac\delta{N^d}-\prod_ip_0(K_it)\Big].\tag{13}$$

For $n\ne0$,

$$|p_{nN}(N^2u)|\le e^{-|n|\lambda/2},\qquad\lambda=\min\Big(N,\frac1{4u}\Big).\tag{14}$$

Here $u$ is a scaling variable: $t=N^2s$, $u=K_is$, $\tau=N^2u$, $\theta=\kappa/N$, $\kappa=2\pi(m+\sigma)$. For large $N$,

$$g_N=\frac1N\Big[\vartheta+\frac{u\,\vartheta''}{12N^2}+\dots\Big],\qquad p_0=\frac1N\Big[\vartheta_0+\frac{u\,\vartheta_0''}{12N^2}+\dots\Big],\tag{15}$$

where $\vartheta(u)=\sum_me^{-u\kappa^2}$, $\vartheta_0=1/\sqrt{4\pi u}$, $\vartheta_0''=\tfrac34u^{-2}\vartheta_0$, so $p_0(\tau)=(4\pi\tau)^{-1/2}[1+1/(16\tau)+\dots]$. The summand of $g_N$ is dominated by the Gaussian $e^{-4u\kappa^2/\pi^2}$. Also

$$\vartheta(u)=\frac1{\sqrt{4\pi u}}\sum_{n=-\infty}^\infty\eta^n e^{-n^2/4u}.\tag{16}$$

Part (e) asks for the expansion of $\langle u^2\rangle_N-\langle u^2\rangle_\infty$ in $d=3$ up to $N^{-3}$, with the order of the remainder justified.

### Solution

Insert (15) into (13) with $dt=N^2ds$. The leading term in $d$ dimensions is

$$N^{2-d}\int_0^\infty ds\Big[\prod_i\vartheta(K_is)-\delta-As^{-d/2}\Big],\qquad A=\frac{(4\pi)^{-d/2}}{\sqrt{\prod_iK_i}},\tag{17}$$

where $As^{-d/2}=\prod_i\vartheta_0(K_is)$. At $s\to0$ the bracket tends to $-\delta$ by (16), which is integrable. At $s\to\infty$ it tends to $-As^{-d/2}$, which is integrable only for $d>2$. In $d=3$,

$$G_N-G_\infty=\frac{c_1}{N}+\frac{c_3}{N^3}+O(N^{-5}),\qquad c_1=\int_0^\infty ds\Big[\prod_{i=1}^3\vartheta(K_is)-\delta-As^{-3/2}\Big].\tag{18}$$

The next order takes the correction of (15) in one factor and the leading term in the other two:

$$c_3=\sum_i\int_0^\infty ds\Big[\frac{K_is}{12}\,\vartheta''(K_is)\prod_{j\ne i}\vartheta(K_js)-\frac{A}{16K_i}s^{-5/2}\Big].\tag{19}$$

The subtracted term is $\frac{K_is}{12}\cdot\frac{3}{4K_i^2s^2}\cdot As^{-3/2}$. The bracket vanishes exponentially at $s\to0$ by (16) and falls as $s^{-5/2}$ at infinity.

The expansion (15) is not uniform at small $u$, so the exchange with the integral needs an argument. Measure the $K_i$ in units of one of them and split at $s_1=N^{-1/2}$. For $s<s_1$ the difference $\prod g_N-\prod p_0$ contains at least one image factor in each term, all $|p_l|\le1$, and (14) bounds it by a constant times $e^{-c\sqrt N}$ with $c>0$; the range of $t$ is only $N^{3/2}$, so this region is smaller than any power of $1/N$. The term $-\delta/N^3$ is exact everywhere and appears unchanged in (18). For $s>s_1$, a term of order $N^{-2k}$ in the expansion of the exponential has the form $u^j\kappa^{2j+2k}N^{-2k}=(u\kappa^2)^{j+k}(uN^2)^{-k}$. With the dominating Gaussian, the remainder after the orders $0,\dots,k-1$ is bounded by a constant times $N^{-2k}s^{-k-3/2}$ in the bracket. Its contribution is at most a constant times $N^{-1-2k}s_1^{-k-1/2}=N^{-1-2k+k/2+1/4}$, which for $k=3$ is $N^{-21/4}$, smaller than $N^{-5}$. The kept orders $0,1,2$ have convergent integrals of the type (18), (19), and extending them from $s_1$ down to $0$ costs only exponentially small image terms. They give $N^{-1}$, $N^{-3}$ and $N^{-5}$.

With (10), for $T>0$ and $\mu N\gg1$,

$$\boxed{\langle u^2\rangle_N-\langle u^2\rangle_\infty=k_BT\Big(\frac{c_1}{N}+\frac{c_3}{N^3}\Big)-\delta\,\frac{\hbar^2}{12Mk_BT\,N^3}+O(N^{-5})}\tag{20}$$

Unless $c_1$ happens to vanish, the leading error falls as $1/N$, the inverse cube root of the number of grid points; halving it costs eight times as many points. It contains no $\hbar$. The modes responsible have $\theta\sim1/N$ and are classical once $N\gg N_T$.

On the shifted grid $c_1<0$ for any force constants: the series $1-2e^{-1/4u}+2e^{-4/4u}-\dots$ in (16) alternates with decreasing terms after the first, so it is below 1, and $0<\vartheta<\vartheta_0$ makes the integrand of (18) negative. No such argument fixes the sign on the Γ grid. There $c_1$ is negative for equal and for $4{:}1{:}1$ force constants, but it passes through zero near $K_L/K_T\approx17.3$, where the error falls as $N^{-3}$, and it is positive for larger ratios.

For equal force constants the substitution $s\to s/K$ shows that $Kc_1$ and $Kc_3$ are pure numbers. The program gives $Kc_1=-0.225785$ and $Kc_3=0.042900$ on the Γ grid and $Kc_1=-0.139067$ on the shifted grid. Direct sums on the Γ grid compare as follows.

| $N$ | $KN(G_N-G_\infty)$ | $Kc_1+Kc_3/N^2$ |
|---|---|---|
| 8 | $-0.225003$ | $-0.225115$ |
| 16 | $-0.225611$ | $-0.225617$ |
| 32 | $-0.225743$ | $-0.225743$ |

The differences, $1.1\times10^{-4}$ and $6\times10^{-6}$, fall by about the factor 16 expected of an $N^{-4}$ term. On the shifted grid the direct values are $-0.140996$, $-0.139533$, $-0.139183$. The program asserts, for equal and for $4{:}1{:}1$ force constants and on both grids, that $64(G_{64}-G_\infty)$ agrees with $c_1$ to $0.2\,\%$ of $c_1$ and that the extrapolated residual agrees with (19) to $10^{-4}$ in units of $1/K_T$.

## (f) The meaning of $c_1$

Turn $c_1$ into two rapidly converging lattice sums and identify the electrostatic problem that it solves. Compare with the estimate obtained by attributing the whole error to the grid cell left out at $\boldsymbol\theta=0$.

### Solution

Split (18) at any $s_0>0$. Below $s_0$ use (16): the product is $As^{-3/2}\sum_{\mathbf n}\eta^{\mathbf n}e^{-r_{\mathbf n}^2/4s}$ with $r_{\mathbf n}^2=\sum_in_i^2/K_i$, and the term $\mathbf n=0$ cancels the subtraction. With $y=r/2\sqrt s$ one has $s=r^2/4y^2$, $ds=-r^2dy/2y^3$ and $(4\pi s)^{-3/2}=y^3/(\pi^{3/2}r^3)$, so

$$\int_0^{s_0}\frac{e^{-r^2/4s}}{(4\pi s)^{3/2}}ds=\frac{1}{2\pi^{3/2}r}\int_{r/2\sqrt{s_0}}^\infty e^{-y^2}dy=\frac{\mathrm{erfc}(r/2\sqrt{s_0})}{4\pi r}.\tag{21}$$

The constant gives $-\delta s_0$. Above $s_0$ use the defining series: the product is $\sum_{\boldsymbol\kappa}e^{-s\Lambda(\boldsymbol\kappa)}$ with $\Lambda=\sum_iK_i\kappa_i^2$ and $\kappa_i=2\pi(m_i+\sigma)$; the term $\boldsymbol\kappa=0$, present only on the Γ grid, cancels $\delta$. Each remaining term integrates to $e^{-s_0\Lambda}/\Lambda$, and $\int_{s_0}^\infty s^{-3/2}ds=2s_0^{-1/2}$. Together,

$$c_1=\frac1{\sqrt{K_1K_2K_3}}\Big[\sum_{\mathbf n\ne0}\eta^{\mathbf n}\frac{\mathrm{erfc}(r_{\mathbf n}/2\sqrt{s_0})}{4\pi r_{\mathbf n}}-\frac{2}{(4\pi)^{3/2}\sqrt{s_0}}\Big]+\sum_{\boldsymbol\kappa\ne0}\frac{e^{-s_0\Lambda(\boldsymbol\kappa)}}{\Lambda(\boldsymbol\kappa)}-\delta s_0 .\tag{22}$$

This is an Ewald sum. The program tests that (22), at two values of $s_0$, equals the quadrature of (18).

To see which charges it describes, let $V(\mathbf x)=\sum_{\boldsymbol\kappa\neq0}e^{i\boldsymbol\kappa\cdot\mathbf x}/\Lambda(\boldsymbol\kappa)$. Applying $-\sum_iK_i\partial_i^2$ multiplies each term by $\Lambda$ and leaves $\sum_{\boldsymbol\kappa}e^{i\boldsymbol\kappa\cdot\mathbf x}-\delta$. The full sum over $\boldsymbol\kappa$ is the Fourier series of a comb of Dirac functions with weights $\eta^{\mathbf n}$, so

$$-\sum_iK_i\partial_i^2V=\sum_{\mathbf n}\eta^{\mathbf n}\,\delta^{(3)}(\mathbf x-\mathbf n)-\delta .$$

On the Γ grid the sources are equal unit charges on a simple cubic lattice in a uniform background of opposite sign; dropping $\boldsymbol\theta=0$ is what supplies the background. On the shifted grid they alternate as in rock salt. Writing $1/\Lambda=\int e^{-s\Lambda}ds$ gives $V=\int ds\,[\sum_{\boldsymbol\kappa}e^{-s\Lambda+i\boldsymbol\kappa\cdot\mathbf x}-\delta]$. The potential of the single charge at the origin is, by (21) with $s_0\to\infty$, $1/(4\pi\sqrt{K_1K_2K_3}\,r_{\mathbf x})=\int As^{-3/2}e^{-r_{\mathbf x}^2/4s}ds$. Subtracting and letting $\mathbf x\to0$ reproduces the integrand of (18). So $c_1$ is the potential at one charge due to all the others and the background, which is the definition of a Madelung constant. In mechanical language $G_N$ is the static displacement of an atom per unit force applied to it, and $c_1/N$ is the displacement produced at that atom by the image forces in the other supercells, each falling off as the inverse distance, together on the Γ grid with the uniform compensating force spread over all atoms, without which the sum over equal images would diverge.

For equal force constants, $r_{\mathbf n}=|\mathbf n|/\sqrt K$ and

$$c_1=-\frac{\xi}{4\pi K}\ \ (\Gamma),\quad \xi=2.837297;\qquad c_1=-\frac{\alpha}{4\pi K}\ \ (\text{shifted}),\quad\alpha=1.747565 .\tag{23}$$

For the shifted grid, $s_0\to\infty$ in (22) leaves $-\alpha=\sum'(-1)^{n_1+n_2+n_3}/|\mathbf n|$, summed with the smooth cutoff erfc. This is the rock-salt Madelung constant, and the program tests it against Benson's series. With density $\rho=M/a^3$, sound velocity $v^2=Ka^2/M$ and block length $L=Na$, one has $KN=\rho v^2L$, and the leading error on the Γ grid is $-\xi k_BT/(4\pi\rho v^2L)$, which contains only macroscopic quantities.

For the missing-cell estimate, replace the cell of volume $(2\pi/N)^3$ by a sphere of radius $R=(2\pi/N)(3/4\pi)^{1/3}$. Its share of $G_\infty$ is $(2\pi)^{-3}\int_0^R4\pi\theta^2d\theta/(K\theta^2)=4\pi R/(8\pi^3K)=(3/4\pi)^{1/3}/(\pi KN)$. Written as $\xi_{\rm sph}/(4\pi KN)$, this is $\xi_{\rm sph}=4(3/4\pi)^{1/3}=2.4814$. The power of $N$ is right and the coefficient is $2.4814/2.8373=0.875$ of the true one. A cube gives less than the sphere of equal volume, since the integrand decreases outward, so the shape of the cell does not close the gap. The rest comes from the cells that are kept. In the variable $\boldsymbol\kappa$ the integrand $1/K\kappa^2$ and the cells are independent of $N$, so the midpoint error of each cell near the origin also scales as $1/N$. The average of $f$ over a cube of side $h$ is $f+h^2\nabla^2f/24+\dots$, and $\nabla^2\kappa^{-2}=2\kappa^{-4}>0$ in three dimensions, so for equal force constants the midpoint value is, at this order, too low in every cell. For unequal constants $\nabla^2\Lambda^{-1}$ changes sign with direction (for $4{:}1{:}1$ it is negative along $y$), and some cells err the other way. The shifted grid leaves out no cell and still has an error of order $1/N$, which is entirely of this second kind.

## (g) What $c_1$ depends on

Extend the leading term to a monatomic Bravais crystal with a general short-ranged force-constant matrix, and evaluate it for an elastically isotropic crystal on a cubic Γ grid.

### Solution

Let $\theta_i$ be the components of $\mathbf q$ along the reciprocal basis vectors, scaled to period $2\pi$, and let $\Phi(\boldsymbol\theta)=\sum_{\mathbf l}\hat\Phi(\mathbf l)e^{i\boldsymbol\theta\cdot\mathbf l}$ be the $3\times3$ matrix with eigenvalues $M\omega^2$. Inversion symmetry makes $\hat\Phi(\mathbf l)$ even in $\mathbf l$, and with $\hat\Phi_{\alpha\beta}(\mathbf l)=\hat\Phi_{\beta\alpha}(-\mathbf l)$ it is symmetric. Assume that $\hat\Phi$ decays exponentially or has finite range, that $\Phi$ is positive definite for $\boldsymbol\theta\ne0$, and that $\Phi=\Lambda(\boldsymbol\theta)+O(\theta^4)$ with $\Lambda$ quadratic and positive definite. If the force constants are also rotationally invariant and the crystal is free of stress, $\Lambda$ is fixed by the elastic constants and the lattice vectors.

The steps of (a) and (b) apply to each eigenvalue, and summing over branches with the polarization vectors turns $1/\varepsilon$ into $\Phi^{-1}=\int_0^\infty e^{-t\Phi}dt$ and $r$ into $2k_BT\sum_n(\Phi+M\omega_n^2)^{-1}$, again analytic. With $t=N^2s$ and $\boldsymbol\theta=\boldsymbol\kappa/N$, $t\Phi=s\Lambda(\boldsymbol\kappa)+O(N^{-2})$, so the leading error of $\langle u_\alpha u_\beta\rangle$ is $k_BT(c_1)_{\alpha\beta}/N$ with

$$c_1=\int_0^\infty ds\Big[\sum_{\boldsymbol\kappa}e^{-s\Lambda(\boldsymbol\kappa)}-\delta\,\mathbb 1-\int\!\frac{d^3\kappa}{(2\pi)^3}e^{-s\Lambda(\boldsymbol\kappa)}\Big].\tag{24}$$

The last term scales as $s^{-3/2}$. At small $s$, Poisson summation turns the first minus the last term into $\sum_{\mathbf n\ne0}\eta^{\mathbf n}s^{-3/2}F(\mathbf n/\sqrt s)$, where $F$ is the Fourier transform of the smooth, rapidly decaying matrix $e^{-\Lambda(\boldsymbol\kappa)}$ and so falls faster than any power. The bound (14) also carries over. On the shifted contour $\Phi(\boldsymbol\theta+i\boldsymbol\beta)=\sum\hat\Phi(\mathbf l)[\cos\boldsymbol\theta\!\cdot\!\mathbf l\,\cosh\boldsymbol\beta\!\cdot\!\mathbf l-i\sin\boldsymbol\theta\!\cdot\!\mathbf l\,\sinh\boldsymbol\beta\!\cdot\!\mathbf l]$. The first part is Hermitian and equals $\Phi(\boldsymbol\theta)+O(\beta^2)$, the second is anti-Hermitian. For $\dot\psi=-B\psi$ one has $d|\psi|^2/dt=-\psi^\dagger(B+B^\dagger)\psi$, so only the Hermitian part controls the norm, and $\|e^{-t\Phi}\|\le e^{Ct\beta^2}$ as in the scalar case. Equation (24) shows that $c_1$ depends on the long-wave matrix $\Lambda$ and on the shape and shift of the grid, and on nothing else in the dispersion.

For isotropic elasticity on a simple cubic lattice, $\Lambda=K_T\kappa^2(\mathbb 1-P)+K_L\kappa^2P$ with the projector $P=\boldsymbol\kappa\boldsymbol\kappa^{\!\top}/\kappa^2$, so $e^{-s\Lambda}=e^{-sK_T\kappa^2}(\mathbb 1-P)+e^{-sK_L\kappa^2}P$. The grid is invariant under permutation of the axes, so the three diagonal elements of (24) are equal, and each is a third of the trace. The trace of the exponential is $e^{-sK_L\kappa^2}+2e^{-sK_T\kappa^2}$ and $\mathrm{tr}\,\mathbb 1=1+2$, which gives three copies of the scalar problem (23):

$$(c_1)_{xx}=-\frac{\xi}{4\pi}\,\frac13\Big(\frac1{K_L}+\frac2{K_T}\Big).\tag{25}$$

Two tests bear on these claims. Both estimate $c_1$ without knowing $G_\infty$, from $G_{2N}-G_N=-c_1/2N+O(N^{-3})$ at $N=32$, and both require agreement to $0.5\,\%$ of the predicted value. In the first, second-neighbour springs along the axes are added, $\varepsilon=\sum_i[2K^{(1)}(1-\cos\theta_i)+2K^{(2)}(1-\cos2\theta_i)]$, with long-wave constant $K^{(1)}+4K^{(2)}=0.6+4\times0.1=1$. The sum itself changes, $G_{64}=0.31799$ against $0.24920$, while the estimate of $c_1$ is $-0.22562$ against $-0.225785$. In the second, a lattice model with coupled polarizations and isotropic $\Lambda$ ($K_L=3$, $K_T=1$) gives $-0.17542$ against $-0.17561$ from (25).

The assumptions mark the limits of the result. A branch with $\omega\propto q^2$, such as the flexural mode of a free sheet, makes $\Lambda$ singular, and a soft mode at another wave vector adds a second singular point. Long-ranged force constants, as in polar crystals or at a Kohn anomaly, make $\Phi$ non-analytic, and neither the exponential bound nor the series in odd powers of $1/N$ is then established. Anharmonicity is ignored throughout.

## (h) Two dimensions

Find $G_N$ for large $N$ in $d=2$, including the constant term.

### Solution

$G_\infty$ does not exist, so start from (11). Measure force constants in units of a reference $K_0$ and $t$ in units of $1/K_0$, so that logarithms have pure arguments; $G_N$ is then in units of $1/K_0$. Let $P(t)=p_0(K_1t)p_0(K_2t)$, which by (15) behaves as $At^{-1}[1+O(t^{-1})]$ with $A=1/(4\pi\sqrt{K_1K_2})$. Split (11) at $t=N^2s_0$, and add and subtract $P$ below the split:

$$G_N=\int_0^{N^2s_0}\!P\,dt+\int_0^{N^2s_0}\!\Big[\prod g_N-\frac\delta{N^2}-P\Big]dt+\int_{N^2s_0}^\infty\Big[\prod g_N-\frac{\delta}{N^2}\Big]dt .$$

In the last two integrals the scaling of (d) applies with the prefactor $N^{2-d}=1$ and corrections $O(N^{-2})$. For the first, define the convergent constant

$$b=\int_0^1P\,dt+\int_1^\infty\Big(P-\frac At\Big)dt .$$

Then $\int_0^\tau P\,dt=b+A\ln\tau-\int_\tau^\infty(P-A/t)\,dt=b+A\ln\tau+O(\tau^{-1})$. With $\tau=N^2s_0$, $\ln\tau=2\ln N+\ln s_0$, and

$$G_N=\frac{\ln N}{2\pi\sqrt{K_1K_2}}+c+O(N^{-2}),\tag{26}$$

$$c=b+A\ln s_0+\int_0^{s_0}\!\Big[\prod\vartheta-\delta-\frac As\Big]ds+\int_{s_0}^\infty\Big[\prod\vartheta-\delta\Big]ds .$$

The derivative of $c$ with respect to $s_0$ is $A/s_0-A/s_0=0$, so the split point is arbitrary. The constant $b$ belongs to the lattice and the rest to the grid. For $K_1=K_2=K_0$ the program gives slope $0.159155$, $b=0.321728$, $c=0.048766$ (Γ) and $c=0.159083$ (shifted). It tests (26) against direct sums at $N=512$ to $10^{-5}$, for equal and for $4{:}1$ force constants on both grids. It also tests the quadrature for $b$ against the closed form $A\{\gamma+\ln[64K_1K_2/(K_1+K_2)]\}$, with $\gamma$ Euler's constant; that form is not derived or needed here.

The two constants for equal $K$ are related. The union of the Γ grid and the shifted grid is a square grid turned by $45^\circ$ with twice as many points, so its spacing is that of a Γ grid with $N'=\sqrt2N$. The grid part of $c$ involves only $\sum e^{-sK\kappa^2}$, which is unchanged by a rotation. The average over the union is the mean of the two averages, so $2A\ln(\sqrt2N)+c_\Gamma=2A\ln N+\tfrac12(c_\Gamma+c_{\rm sh})$, or $c_{\rm sh}-c_\Gamma=2A\ln2$. The printed numbers give $0.159083-0.048766=0.110317$ and $0.159155\ln2=0.110318$.

The logarithm arises because each octave of wave vector between $1/N$ and $1$ contributes equally to $\int\theta\,d\theta/\theta^2$. No grid converges, and the value obtained is a property of the block size. The displacement is Gaussian in a harmonic crystal, so $|\langle e^{iQu}\rangle|^2=e^{-Q^2\langle u^2\rangle}$, and by (10) and (26) this Debye–Waller factor falls as the power $N^{-Q^2k_BT/(2\pi\sqrt{K_1K_2})}$. Relative displacements stay finite: $\langle[u(\mathbf l)-u(0)]^2\rangle$ carries the extra factor $|e^{i\boldsymbol\theta\cdot\mathbf l}-1|^2\simeq(\boldsymbol\theta\cdot\mathbf l)^2$, which cancels the singularity at fixed $\mathbf l$. The result refers to in-plane motion with linear dispersion.

In three dimensions at $T>0$ the leading grid error is $k_BTc_1/N$, with $c_1$ a Madelung-type constant fixed by the long-wave force constants and the grid, while in two dimensions $G_N$ grows as $\ln N$. What remains is the one-dimensional chain, zero temperature and the crossover to it, and a numerical example.

Numerical values quoted here were computed with a short program.
